# The cosine amplitude factor of a high-aperture pupil in partially coherent imaging

## The decision

An imaging code takes the diffraction orders of a mask, multiplies each by a pupil function and adds them at the wafer. Even for a lens without aberration or absorption, the modulus of that pupil function is in general not 1. The programmer must decide which modulus to use, and whether the cosines enter as a ratio or as its inverse.

The answer depends on what the code stores. If it stores plane-wave amplitudes and sums over transverse wavevectors, the modulus relative to the axis is

$$T=\sqrt{\frac{\cos\theta_o}{\cos\theta_i}},\tag{1}$$

where $\theta_o$ and $\theta_i$ are the angles of the same order to the optical axis on the object (mask) and image (wafer) sides. If it stores field strengths on the reference spheres and integrates over solid angle, the ratio is inverted. In the example below, leaving $T$ out changes a printed width of about 70 nm by about 4 nm at fixed dose; the shift depends on the threshold and is below 1 nm at the nominal width of 90 nm.

## Power carried by an angular spectrum

The media on both sides are uniform, non-magnetic and transparent, with indices $n_o$ and $n_i$. Units are Gaussian, time dependence is $e^{-i\omega t}$, and $k_0=\omega/c$. On either side the field travels towards $+z$:

$$\mathbf E(\mathbf x,z)=\int\!\frac{d^2k}{(2\pi)^2}\,\mathbf A(\mathbf k)\,e^{i(\mathbf k\cdot\mathbf x+k_z z)},\qquad k_z=\sqrt{n^2k_0^2-k^2}=nk_0\cos\theta .$$

Here $\mathbf x$ and $\mathbf k$ are transverse. Evanescent waves are left out, so $k_z$ is real. Let $\mathbf K=(\mathbf k,k_z)$. For each plane wave $\nabla\times\mathbf E=ik_0\mathbf H$ gives $\mathbf H=\mathbf K\times\mathbf A/k_0$, and $\nabla\cdot\mathbf E=0$ gives $\mathbf K\cdot\mathbf A=0$.

The mean energy flux is $\mathbf S=(c/8\pi)\,\mathrm{Re}\,\mathbf E\times\mathbf H^*$. Integrated over a plane, a product of waves $\mathbf k$ and $\mathbf k'$ contains $\int d^2x\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf x}=(2\pi)^2\delta(\mathbf k-\mathbf k')$, so cross terms vanish. For equal wavevectors,

$$\mathbf A\times(\mathbf K\times\mathbf A^*)=\mathbf K|\mathbf A|^2-\mathbf A^*(\mathbf A\cdot\mathbf K)=\mathbf K|\mathbf A|^2 .$$

Taking the $z$ component and using $k_z/k_0=n\cos\theta$,

$$P=\frac{c}{8\pi}\int\!\frac{d^2k}{(2\pi)^2}\;n\cos\theta\,|\mathbf A(\mathbf k)|^2.\tag{2}$$

The cosine is there because an oblique wave of given amplitude carries less power through the plane.

## Where each wave goes

The lens is linear and shift-invariant: moving the object field by $\mathbf s$ moves the image by $m\mathbf s$, where $m$ is the lateral magnification (negative for an inverted image).

Take one object wave $\mathbf k_o$. Shifting it by $\mathbf s$ multiplies it by $e^{-i\mathbf k_o\cdot\mathbf s}$, and by linearity its image acquires the same phase. Shifting the image by $m\mathbf s$ multiplies an image component $\mathbf k_i$ by $e^{-im\mathbf k_i\cdot\mathbf s}$. The phases agree for all $\mathbf s$ if and only if

$$\mathbf k_i=\mathbf k_o/m,\qquad\text{so}\qquad n_o\sin\theta_o=|m|\,n_i\sin\theta_i .\tag{3}$$

This is the Abbe sine condition. A lens that violates it is not shift-invariant, and the argument below does not apply to it.

## Power balance in each direction

By (3), the lens can only act as $\mathbf A_i(\mathbf k_o/m)=L(\mathbf k_o)\mathbf A_o(\mathbf k_o)$, where $L$ is a $2\times2$ matrix acting on the two polarizations. Suppose that no power is lost for any object field whose spectrum lies inside the pupil. Since $d^2k_i=d^2k_o/m^2$, equating (2) on the two sides gives

$$\int d^2k_o\;\mathbf A_o^\dagger\left[\frac{n_i\cos\theta_i}{m^2}L^\dagger L-n_o\cos\theta_o\right]\mathbf A_o=0 .$$

For a single object this would fix only a weighted average. It holds, however, for every $\mathbf A_o$. If the bracket, taken as continuous in $\mathbf k_o$, gave a nonzero value for some direction and polarization, a spectrum concentrated there would make the integral nonzero. The bracket therefore vanishes:

$$L^\dagger L=m^2\,\frac{n_o\cos\theta_o}{n_i\cos\theta_i}\,\mathbb 1,\qquad
\frac{|\mathbf A_i|}{|\mathbf A_o|}=|m|\sqrt{\frac{n_o\cos\theta_o}{n_i\cos\theta_i}} .\tag{4}$$

What remains free in $L$ is a unitary matrix: aberration phase, retardance and rotation of polarization. These do not alter the modulus.

A periodic mask has discrete orders, $\mathbf E_o=\sum_j\mathbf e_je^{i\mathbf k_j\cdot\mathbf x}$, or $\mathbf A_o=(2\pi)^2\sum_j\mathbf e_j\delta(\mathbf k_o-\mathbf k_j)$. The image is

$$\mathbf E_i(\mathbf x)=\frac1{m^2}\int\!\frac{d^2k_o}{(2\pi)^2}L\mathbf A_o\,e^{i\mathbf k_o\cdot\mathbf x/m}
=\sum_j\frac{L(\mathbf k_j)\mathbf e_j}{m^2}\,e^{i\mathbf k_j\cdot\mathbf x/m}.$$

Each order therefore gains the modulus

$$\frac1{|m|}\sqrt{\frac{n_o\cos\theta_o}{n_i\cos\theta_i}} .\tag{5}$$

The change from $|m|$ to $1/|m|$ comes from the measure $d^2k_i$. Division by the axial value $|m|^{-1}\sqrt{n_o/n_i}$ leaves $T$.

## Limits

Let $s=n_i\sin\theta_i$, the transverse wavevector on the image side in units of $k_0$. Then

$$\cos\theta_i=\sqrt{1-s^2/n_i^2},\qquad \cos\theta_o=\sqrt{1-m^2s^2/n_o^2}.$$

For small $s$, $\ln\cos\theta\approx-\tfrac12\sin^2\theta$, and half the difference of the two logarithms gives

$$T\approx1+\frac{s^2}{4}\left(\frac1{n_i^2}-\frac{m^2}{n_o^2}\right).$$

The correction starts at second order in the aperture. It vanishes at every angle when $|m|=n_o/n_i$, because then $\theta_o=\theta_i$. For a reducing lens with $|m|<n_o/n_i$, $T>1$: the image wave is more oblique than the object wave and needs a larger amplitude to carry the same power. As $s\to n_i$, $T$ diverges while the power in the order stays finite.

The case $m=1$ can be compared with a wave equation. In a layered medium the transverse wavevector is conserved, and without reflection (4) becomes $|E_i/E_o|=\sqrt{k_{z,o}/k_{z,i}}$. For $n_o=1$, $n_i=1.44$ and transverse wavevector $0.8k_0$ this is $\sqrt{0.6000/1.1973}=0.7079$. Numerical integration through a smooth transition, in which $n^2$ follows $\tanh(k_0z/6)$ between its end values, gives 0.7079 for both polarizations.

## The inverse ratio on reference spheres

At a large distance $r$ in the direction $(\mathbf u,\cos\theta)$, with $|\mathbf u|=\sin\theta$, the phase of the angular spectrum is $r\phi$ with $\phi=\mathbf k\cdot\mathbf u+k_z\cos\theta$. Let $K=nk_0$. The phase is stationary where $\mathbf u=\mathbf k\cos\theta/k_z$, that is, at $\mathbf k=K\mathbf u$.

The second derivatives of $k_z$ are $-1/k_z$ in the azimuthal direction and $-K^2/k_z^3$ in the radial one. Multiplied by $\cos\theta=k_z/K$, they become $-1/K$ and $-1/(K\cos^2\theta)$. The two Gaussian integrals together give $-i(2\pi/r)K\cos\theta$, so

$$\mathbf E\simeq-\frac{iK\cos\theta}{2\pi}\,\mathbf A\,\frac{e^{iKr}}{r},\qquad |\mathbf F|=\frac{K\cos\theta}{2\pi}|\mathbf A| .$$

Here $\mathbf F$ is the field strength on the sphere multiplied by $r$. On the converging side of a focus the curvatures change sign, which alters the phase but not the modulus. With (4),

$$\frac{|\mathbf F_i|}{|\mathbf F_o|}=\frac{n_i\cos\theta_i}{n_o\cos\theta_o}\,\frac{|\mathbf A_i|}{|\mathbf A_o|}=|m|\sqrt{\frac{n_i\cos\theta_i}{n_o\cos\theta_o}} .\tag{6}$$

Both conventions describe one field. Since $d^2k=K^2\cos\theta\,d\Omega$, the element $|\mathbf A|\,d^2k/(2\pi)^2$ equals $K|\mathbf F|\,d\Omega/(2\pi)$. An error arises when the factor from one convention is used with the measure of the other.

A glass sphere of radius $R$ and index $n=1.5$ in air shows both ratios from rays alone. Place the object inside, at distance $R/n$ from the centre, and let the light leave through the far side.

- The sine rule gives an internal incidence angle $I$ with $\sin I=\sin\theta_o/n$.
- Snell's law makes the refraction angle equal to $\theta_o$.
- The surface normal lies at $\theta_o+I$ to the axis, so the ray leaves at $\theta_i=I$. Hence $\sin\theta_i=\sin\theta_o/n$, and (3) gives $m=n^2=2.25$.

If the surface does not reflect, power in a ray tube requires $n|F_o|^2d\Omega_o=|F_i|^2d\Omega_i$. Differentiating the sine relation gives $d\Omega_o/d\Omega_i=n^2\cos\theta_i/\cos\theta_o$, hence $|F_i/F_o|=\sqrt{n^3\cos\theta_i/\cos\theta_o}$, which is (6). At $\theta_o=60^\circ$, $\cos\theta_i=0.8165$. The reference-sphere ratio is 2.348 and the spectrum ratio (4) is 2.156. Their axial values are $m/\sqrt n=1.837$ and $m\sqrt n=2.756$, so the first ratio has risen with angle and the second has fallen.

## Insertion in a partially coherent image

Take a mask periodic in one direction, with period $p$ at wafer scale. Use the thin-mask (Kirchhoff) model, in which the order amplitudes $a_j$ do not depend on the illumination angle. A source point is labelled by the value $s$ of its undiffracted beam, so order $j$ travels at $s_j=s+j\lambda/p$. With the electric field along the lines and all beams in the plane across them, the fields are parallel and add as scalars. At best focus, in units of the intensity of an axial plane wave of unit mask amplitude,

$$I(x)=\Big\langle\Big|\sum_ja_jT(s_j)e^{2\pi ijx/p}\Big|^2\Big\rangle_s
=\sum_{j,l}a_ja_l^*\big\langle T(s_j)T(s_l)\big\rangle_s\,e^{2\pi i(j-l)x/p}.\tag{7}$$

Orders outside the pupil are dropped. The average in the second form is the transmission cross coefficient. It contains two factors $T$, one at each of the shifted directions $s_j$ and $s_l$.

The source weights in (7) are weights of $|E|^2$ at the mask. If the source is specified by power through the mask plane, each weight must first be divided by the cosine of its illumination angle.

## Lines and spaces at NA 1.35

The parameters are rough values for 193 nm water-immersion lithography: $\lambda=193$ nm, numerical aperture 1.35, $m=1/4$, $n_o=1$, $n_i=1.44$. The mask has equal lines and spaces with $p=180$ nm at the wafer, so $a_0=1/2$ and $a_{\pm1}=1/\pi$.

The first orders lie at $s=193/180=1.072$. The cosines are 0.9634 at the mask and 0.6675 at the wafer, so $T_1=\sqrt{0.9634/0.6675}=1.201$. Across the pupil:

| $s$ | $\cos\theta_o$ | $\cos\theta_i$ | $T$ |
|---|---|---|---|
| 0.30 | 0.997 | 0.978 | 1.010 |
| 0.60 | 0.989 | 0.909 | 1.043 |
| 0.90 | 0.974 | 0.781 | 1.117 |
| 1.20 | 0.954 | 0.553 | 1.314 |
| 1.35 | 0.941 | 0.348 | 1.645 |

**On-axis illumination.** With $x=0$ at the centre of a bright line, the field is $u=a_0+b\cos(2\pi x/p)$, where $b=2a_1T_1=0.765$. With $T=1$, $b$ would be 0.637, and the image would carry $(0.25+0.2026\times0.6675)/(0.25+0.2026\times0.9634)=0.865$ of the power that these three orders carry at the mask.

At the nominal edge, $x=p/4$, the intensity is $a_0^2=1/4$ in either case. The normalized log-slope for the line width $p/2$ is

$$\frac p2\left|\frac{d\ln I}{dx}\right|=\frac p2\cdot\frac{2}{a_0}\cdot\frac{2\pi b}{p}=\frac{4\pi a_1T_1}{a_0}=8T_1=9.61,$$

against 8 without the factor. The edge becomes steeper, but the contrast between line centres falls:

$$C=\frac{(a_0+b)^2-(a_0-b)^2}{(a_0+b)^2+(a_0-b)^2}=\frac{2a_0b}{a_0^2+b^2}.$$

This is largest at $b=a_0$, and $b$ already exceeds $a_0$ when $T=1$. Raising it further lowers $C$ from 0.972 to 0.916. The field is negative at the centre of the dark line and crosses zero at $\cos(2\pi x/p)=-a_0/b$. The zero moves from 70.9 nm to 65.4 nm, towards the edge at 45 nm.

**Strip source.** Now let $s$ be uniform over $|s|\le0.2\times1.35=0.27$, in the plane across the lines. All three orders pass, since $1.072+0.27<1.35$, and the second orders are blocked. The averages were taken by Gauss–Legendre quadrature.

With $T=1$, every source point gives the same image at best focus, so the log-slope stays at 8. With $T$ it is 9.65, and the centre contrast is 0.904. The edge intensity rises to 0.258. Part of this is $a_0^2\langle T(s)^2\rangle=0.25\times1.0052$; the rest is $a_1^2\langle[T(s_1)-T(s_{-1})]^2\rangle$, from the inequality of the two first orders.

Set the resist threshold at 0.515, which prints a 70.0 nm bright line when $T=1$. At the same threshold, mask and source, the image with $T$ prints 74.4 nm. The size and sign of this shift depend on the threshold: one that prints the nominal 90 nm when $T=1$ prints 90.6 nm with $T$, and one that prints 100 nm gives 98.8 nm. Lowering the dose by 14% would restore 70.0 nm for this line, but no single dose factor makes the two images equal: $T$ raises the bright-centre intensity by 29% and the edge intensity by 3%.

Evaluating $T$ at $j\lambda/p$ instead of $s_j$ returns the on-axis image. Its bright-centre intensity is 1.60, whereas the correct value is 1.67.

**Two-beam illumination.** If a source point sits at $s=\lambda/(2p)$ and the pupil passes orders 0 and $-1$ alone, these travel at $\pm\lambda/(2p)$ and have equal $T$. The factor then multiplies the whole image by $T^2$. It changes the dose but neither contrast nor log-slope.

## Comparison with a real exposure

The wavelength, aperture, reduction and water index are close to those of real immersion scanners. The thin strip source is a simplification, with a small partial coherence chosen so that three beams pass. The following estimates use the same numbers.

- **Polarization.** If the field lies across the lines, the beams are no longer parallel. For on-axis light the edge intensity becomes $a_0^2+(b\sin\theta_i)^2=0.574$, and the log-slope in water is $2\pi a_0b\cos\theta_i/0.574=2.79$. Adding equal intensities of both polarizations gives $(9.61\times0.25+2.79\times0.574)/(0.25+0.574)=4.9$. This change is larger than the one made by $T$, from 8 to 9.61. That steepening belongs to the field along the lines: for the field across the lines $T$ changes the log-slope in water from 2.81 to 2.79, and for unpolarized light from 4.6 to 4.9. Inside a resist of index 1.70 the beams are less oblique, and with Fresnel transmission the values with $T$ are 3.84 and 5.6.
- **Entry into resist.** For the field along the lines, the boundary transmits $2k_{z1}/(k_{z1}+k_{z2})$, with 1 for water and 2 for resist. With a rough resist index of 1.70, the field of the first order is multiplied by 0.919 relative to the axis. The product with $T_1$ is 1.10, and the strip-source log-slope falls from 9.65 to 8.83. Absorption and reflection from below the resist are not included.
- **Source extent along the lines.** An offset of 0.27 in that direction raises $T_1$ by 2%, but the fields of the beams are then no longer parallel. Let the lens preserve the components of the field perpendicular to and in each plane of incidence. If the field of each order at the mask is the unit vector along the lines projected perpendicular to its wavevector, the log-slope for this single source point is 9.49. Other thin-mask conventions give 9.52 (unit field in each order) or 9.55 (fixed tangential field). All lie slightly below the on-axis 9.61.
- **Mask thickness.** For a ray at the first-order angle on the mask side, $\sin\theta_o=0.268$, a 60 nm absorber casts a geometric shadow of 17 nm, or 5% of the 360 nm mask opening. This indicates the size of the thin-mask error but does not replace a Maxwell solution.
- **Resist blur.** A Gaussian blur with a standard deviation of 5 nm multiplies the first harmonic of the intensity by 0.985 and the second by 0.941. Because the second harmonic lowers the intensity at the edge, its damping matters more: applied to the strip-source image in water, the blur reduces the log-slope from 9.65 to 8.88.

A real lens also absorbs and reflects. If a fraction $\tau(\mathbf k)$ of the power is transmitted, equally for both polarizations, the same balance multiplies the amplitude by $\sqrt\tau$. This belongs in the pupil function beside $T$.

## Implementation

1. Compute $s_j$ for each source point and order, including the source shift, and reject orders outside the pupil.
2. Multiply each plane-wave amplitude by $T(s_j)$. Use (5) if absolute fields are needed.
3. Take $\cos\theta_i$ in the medium where the amplitudes are handed over. If a thin-film solver receives waves in water, use the water angle and let the solver treat entry into the resist. Using the resist angle in $T$ as well would count the refraction twice.
4. Form the image from $|\mathbf E|^2$, to which local absorption is proportional, and not from the flux through the wafer plane. The factor conserves the flux; it does not conserve $|\mathbf E|^2$.
